Effective-valence tensor and work of an fcc vacancy jump, part 1

(Sections cited here and not found follow in the second part.)

## First half: symmetry, work and drift

An fcc crystal with cube edge a contains one vacancy. A neighbouring atom jumps into it along a straight line of length d = a/√2. While the atom is under way, two lattice sites are empty: the one it left and the one it is heading for. Take the jump along [110] and use the orthogonal axes

x along [110],  y along [−110],  z along [001].

The position of the atom on the line is s, measured from the midpoint, so that s runs from −d/2 to d/2. The midpoint is taken to be the top of a single energy barrier, the saddle.

A uniform static field E drives a steady current through the crystal. To first order in E, the field adds to the jumping atom the force

F_i = e Σ_j Z_ij E_j. (1)

Here e is the positive elementary charge and Z is the dimensionless effective-valence tensor. It contains the direct force of the field on the ion and the electron wind, which is the momentum handed to the atom by the scattered carriers. There is no magnetic field and no magnetic order. Until part (e) all other atoms stay on their lattice sites. Z is not assumed to be symmetric.

### (a) Which symmetry does the jumping atom see?

Find the operations that leave the whole configuration unchanged when the atom is at the midpoint, elsewhere on the line, and beside the line.

**Solution.** Place the origin on the site the atom left. The fcc sites are (a/2)(i, j, k) in cube axes, with integers i, j, k whose sum is even. Projecting on the unit vectors along x, y and z gives

X = (i + j) a/(2√2) = p d/2, with p = i + j,

Y = (j − i) a/(2√2) = q d/2, with q = j − i,

Z-coordinate = k a/2.

The numbers p and q differ by 2i, so they have the same parity. Because i + j + k is even, k has that parity too. The target site has i = j = 1 and k = 0, hence p = 2, and the midpoint lies at p = 1, q = k = 0.

Measured from the midpoint, the first number becomes p′ = p − 1. The sites are then all triples in which q and k have equal parity and p′ has the opposite parity. Changing the sign of any of the three numbers does not change its parity. Each of the three reflections x → −x, y → −y and z → −z therefore maps the lattice onto itself. Each also maps the pair of empty sites, at x = ±d/2, onto itself. Their products make eight operations, the group mmm.

No further operation exists. An allowed operation must keep the line through the two empty sites. It must also keep the four atoms nearest to the midpoint, which have p′ = 0 and q, k = ±1:

(0, ±d/2, ±a/2).

These four gate atoms form a rectangle with sides d and a. Since d ≠ a, an operation that keeps the rectangle and its plane can do no more than reverse the y and z axes. Together with a possible reversal of x, that gives the eight operations already found.

If the atom sits at s ≠ 0, it is closer to one empty site than to the other, and x → −x is lost. Four operations remain: the identity, the mirrors y → −y and z → −z, and their product, a half-turn about x. This is the group mm2. Both mirror planes contain the jump line. If the atom is also displaced along y, the mirror y → −y is lost as well, and the identity and z → −z are left.

### (b) What does the symmetry leave of Z?

Derive the condition that an operation places on Z. Count the free components for each position in part (a), and compare with an atom on an ordinary site of the perfect crystal.

**Solution.** Let C be the configuration of all atoms and R an orthogonal matrix. Rotate or reflect the whole experiment: atoms, field and force. The laws that fix the response do not depend on orientation, so the transformed force RF belongs to the transformed configuration RC and field RE:

RF = e Z(RC) R E.

From the original experiment, RF = e R Z(C) E. The two expressions agree for every E, so Z(RC) R = R Z(C). Multiplying from the right by Rᵀ, which is the inverse of R, gives

Z(RC) = R Z(C) Rᵀ. (2)

If R leaves the configuration unchanged, then RC = C and Z = R Z Rᵀ. A magnetic field would spoil this step unless R left that field unchanged too.

All operations of mmm and mm2 are diagonal in the chosen axes, R = diag(r_x, r_y, r_z) with each r equal to ±1. The condition becomes

Z_ij = r_i r_j Z_ij.

The mirror y → −y has r_y = −1 and r_x = r_z = 1. It requires Z_xy = −Z_xy, hence Z_xy = 0, and likewise removes Z_yx, Z_yz and Z_zy. The mirror z → −z removes Z_xz and Z_zx. What survives is

Z = diag(Z_xx, Z_yy, Z_zz). (3)

For a diagonal entry the factor is r_i² = 1, so no operation of either group restricts it or ties it to another entry. The saddle tensor has three free components. Its symmetry under exchange of indices is a result here, not an input.

The same count follows from a formula that also covers groups whose operations are not diagonal. Averaging R T Rᵀ over the group turns any matrix T into an invariant one and leaves an invariant one as it was. The average is a projector, and the trace of a projector is the dimension of the space it projects on. The trace of the map T → R T Rᵀ is Σ_ij R_ii R_jj = (tr R)². Thus

number of free components = (1/|G|) Σ_R (tr R)², (4)

where |G| is the number of operations.

For mmm the traces are 3 for the identity, 1 for three mirrors, −1 for three half-turns and −3 for inversion. The sum of squares is 9 + 3 + 3 + 9 = 24, and 24/8 = 3. For mm2 the sum is 9 + 1 + 1 + 1 = 12, and 12/4 = 3. For a single mirror it is (9 + 1)/2 = 5.

On a perfect cubic site there are 24 rotations: the identity with trace 3, eight third-turns with trace 0, six quarter-turns with trace 1 and nine half-turns with trace −1. Their squares add to 9 + 0 + 6 + 9 = 24. Combining each rotation with inversion reverses the trace and keeps its square, so formula (4) gives 48/48 = 1. An ordinary site has one scalar valence. The vacancy and the displaced atom are what split it into three.

### (c) Which components perform work along the straight path?

Decide whether the mmm symmetry of the saddle is enough to answer this. Then find the work of the whole jump and of its first half.

**Solution.** It is not enough. Work is collected along the whole line, and mmm holds at one point of it. What decides the matter is the group mm2 at the other points. By part (b), it makes Z diagonal at every s.

For a step ds along x, the work is

dW = F_x ds = e (Z_xx E_x + Z_xy E_y + Z_xz E_z) ds = e Z_xx(s) E_x ds.

The last step uses Z_xy = Z_xz = 0. The transverse forces e Z_yy E_y and e Z_zz E_z need not vanish, but they are perpendicular to the displacement. Integration gives

W = e E_x ∫ Z_xx(s) ds = e Z̄ d E_x, (5)

Z̄ = (1/d) ∫ Z_xx(s) ds, with both integrals from −d/2 to d/2.

The relevant number is the path average Z̄. The saddle value Z_xx(0) may replace it if Z_xx varies little along the line.

The inversion at the midpoint supplies one more fact. It carries the atom from s to −s and has R = −1, so relation (2) gives Z(−s) = (−1) Z(s) (−1) = Z(s). The valence is even in s, and each half of the jump contributes the same work:

W(−d/2 → 0) = e Z̄ d E_x/2. (6)

These statements are of first order in E. A transverse force F_y also pushes the path sideways. If the energy rises as κy²/2 beside the line, the energy with the force is κy²/2 − F_y y. Its derivative vanishes at y = F_y/κ, where the energy is −F_y²/(2κ). This shift contains E² and lies outside equation (5).

### (d) How does the work bias the jumps?

Find the ratio of forward to backward jump rates. Then average over the twelve possible jump directions and find the mean displacement of an atom per exchange with the vacancy.

**Solution.** Along a given line, any force profile F_x(s) can be written as minus the derivative of a potential of s. One-dimensional barrier theory therefore applies to the straight path. The work done up to the saddle lowers the barrier by that amount. With Γ₀ the rate without field, and with the small change of the prefactor neglected,

Γ₊ = Γ₀ exp(e Z̄ d E_x/(2kT)).

For the return jump the atom moves from d/2 to 0, the sense of ds is reversed, and the work up to the saddle is −e Z̄ d E_x/2. Hence

Γ₋ = Γ₀ exp(−e Z̄ d E_x/(2kT)),

Γ₊/Γ₋ = exp(e Z̄ d E_x/kT). (7)

Now let u be the unit vector of any of the twelve jumps, (±1, ±1, 0)/√2 and its permutations in cube axes. Cubic symmetry gives each of them the same Z̄ along its own line. The work up to its saddle is w_u = e Z̄ d (u·E)/2. An atom that fills the vacancy has moved by d u, with a probability proportional to exp(w_u/kT). For |w_u| ≪ kT the mean displacement is

⟨Δ⟩ = d Σ_u u (1 + w_u/kT) / Σ_u (1 + w_u/kT).

Each u is accompanied by −u, so Σ u = 0 and Σ w_u = 0. The denominator is 12, and

⟨Δ⟩ = (e Z̄ d²/(24 kT)) Σ_u u (u·E).

In the last sum, eight of the twelve vectors have a component ±1/√2 along a given cube axis, which contributes 8 × 1/2 = 4. Products of two different components occur equally often with either sign and cancel. Therefore Σ_u u (u·E) = 4E, and

⟨Δ⟩ = e Z̄ d² E/(6kT). (8)

The drift is parallel to the field, although the tensor of each single jump is anisotropic. The transverse components do not enter it at this order. A field along [001] shows how this comes about. The four jumps within the (001) plane receive no first-order work, whatever their Z_zz. The bias comes from the other eight, which have u_z = ±1/√2.

Equation (8) is the displacement for one exchange with a vacancy whose twelve neighbours are equivalent. The drift velocity of a marked atom needs in addition the exchange frequency and the correlation between successive exchanges.

### (e) When do transverse fields perform work after all?

Consider first a path that bows sideways, y(s) = b cos²(πs/d), with z = 0. Then consider a straight jump during which the neighbours move aside symmetrically.

**Solution.** On the bowed path the displacement is (1, y′, 0) ds, and the mirror y → −y is lost. For a field along y, the work up to the saddle is

W_y = e E_y ∫ (Z_xy + Z_yy y′) ds, from s = −d/2 to 0. (9)

Both terms may be nonzero. If Z_xy is left out and Z_yy is held at its saddle value, the integral is Z_yy(0) b, because y rises from 0 to b.

Over the whole jump this work cancels. The reflection x → −x takes the atom from (s, y) to (−s, y), and relation (2) gives Z_xy(−s, y) = −Z_xy(s, y) and Z_yy(−s, y) = Z_yy(s, y). The slope y′ is odd in s. The integrand in equation (9) is then odd, and the second half returns the work of the first. Forward and backward rates change by the same factor, and their ratio is unaffected by E_y. A bow of opposite sign gives the opposite W_y by the mirror y → −y, so equally likely bows to either side cancel to first order even in the single rates.

If the neighbours move, the field also works on them. The total up to the saddle is linear in E and can be written

W = Σ_α ∫ F_α·dr_α = e q·E, (10)

where α runs over all moving atoms and q is a vector fixed by the path. Suppose the neighbours move so that mm2 still holds at every s. An operation R of mm2 then maps the path onto itself, merely exchanging equivalent atoms. The work for the field RE equals that for E: q·RE = q·E for every E, so Rᵀq = q. The mirror y → −y gives q_y = −q_y = 0, and z → −z gives q_z = 0.

The total work still responds to E_x alone. Its size is now e q_x E_x, which contains work on the neighbours and replaces e Z̄ d E_x/2. The conclusion fails if the relaxation itself breaks a mirror, as it may near a surface, a grain boundary or a solute atom.

## Second half: a scattering model and its numbers

The atom moves along x by d = a/√2 between two empty fcc sites, with s = 0 at the saddle; y is along [−110] and z along [001]. The field-induced force is F_i = e Σ_j Z_ij E_j. On the straight line Z is diagonal and even in s. The work of the jump is W = e Z̄ d E_x, where Z̄ is the path average of Z_xx, and half of W is done before the saddle. The mean displacement per exchange is e Z̄ d² E/(6kT). Symmetry does not supply the values of Z_xx, Z_yy and Z_zz. A model of the electron wind does.

### (f) What force does a scattered electron exert on one atom?

Atoms at positions R_p scatter free electrons of wavevector **k**, with k = |**k**|, in the s wave with phase shift δ. Use atomic units, ħ = m = e = 1, and find the force on atom p.

Symmetry has shown that, to first order, only the field component along a straight jump does work when the surroundings keep both mirrors, and that the mean displacement per vacancy exchange is parallel to the field. It remains to find the force of a scattered electron on an atom, and from it model values for the valence components, the work and the drift.
